# The exchange-correlation hole and its sum rule in Hooke's atom: test program

```python
# Exchange-correlation hole, Hartree atomic units.
# n(r): density; P(r,r'): spin-summed pair density, normalised to N(N-1);
# hole n_xc = P/n(r) - n(r'); n_x: hole of a single determinant with
# gamma(x,x') = sum_i phi_i(x) phi_i*(x'), x=(r,spin); n_c = n_xc - n_x.
# Under test: n_x = -sum_spins |gamma|^2/n(r) <= 0; int n_xc = int n_x = -1,
# int n_c = 0; V_ee = U + (1/2) int int n n_xc/|r-r'|; and how these fail for
# non-idempotent gamma or fluctuating N. Cases: lattice states, Hooke's atom, Be.
import itertools, math
import numpy as np, sympy as sp
from scipy.special import erf
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants
from numpy.polynomial.legendre import leggauss
from pyscf import gto, scf, dft
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]
rng = np.random.default_rng(1)
pi = np.pi

# ---------- lattice: 4 sites x 2 spins, index = 2*site + spin ----------
M = 4; D = 2*M
def slater(orb):
    N = orb.shape[1]
    idx = np.indices((D,)*N).reshape(N, -1).T
    return (np.linalg.det(orb[idx])/math.sqrt(math.factorial(N))).reshape((D,)*N)
def marginals(psi):
    N = psi.ndim; prob = abs(psi)**2
    return (N*prob.sum(axis=tuple(range(1, N))),
            N*(N-1)*prob.sum(axis=tuple(range(2, N))))
sum1 = lambda a: a.reshape(M, 2).sum(1)
sum2 = lambda a: a.reshape(M, 2, M, 2).sum((1, 3))
def hole(n, P):
    return P/n[:, None] - n[None, :]
def cplx(*shape):
    return rng.normal(size=shape) + 1j*rng.normal(size=shape)
def correlated(N):
    T = cplx(*(D,)*N); A = np.zeros_like(T)
    for p in itertools.permutations(range(N)):
        A += round(np.linalg.det(np.eye(N)[list(p)]))*T.transpose(p)
    return A/np.linalg.norm(A)

for N in (2, 3, 4):   # non-collinear random determinants
    orb = np.linalg.qr(cplx(D, N))[0]
    nx, Px = marginals(slater(orb))
    gam = orb @ orb.conj().T
    dg = gam.diagonal().real
    assert np.allclose(Px, np.outer(dg, dg) - abs(gam)**2, atol=1e-12)
    h = hole(sum1(nx), sum2(Px))
    assert np.allclose(h, -sum2(abs(gam)**2)/sum1(dg)[:, None], atol=1e-12)
    assert np.allclose(h.sum(1), -1, atol=1e-12) and h.max() < 1e-12
print(f"lattice det N=4: hole sum site0 = {h[0].sum():.10f}, max hole = {h.max():.6f}")
orb = np.zeros((D, 3), complex)   # collinear: two up, one down
orb[0::2, :2] = np.linalg.qr(cplx(M, 2))[0]
orb[1::2, 2:] = np.linalg.qr(cplx(M, 1))[0]
nx, Px = marginals(slater(orb)); up, dn = nx[0::2], nx[1::2]
assert np.allclose(Px[0::2, 1::2], np.outer(up, dn), atol=1e-12)
assert np.allclose(hole(sum1(nx), sum2(Px)).diagonal(), -(up**2+dn**2)/(up+dn), atol=1e-12)
psi3 = correlated(3); nx3, Px3 = marginals(psi3)
n3, P3 = sum1(nx3), sum2(Px3); h = hole(n3, P3)
assert np.allclose(h.sum(1), -1, atol=1e-12) and (h + n3[None, :]).min() > -1e-12
gam = 3*psi3.reshape(D, -1) @ psi3.reshape(D, -1).conj().T
f, nat = np.linalg.eigh(gam)
fake = -sum2(abs(gam)**2).sum(1)/n3
assert f.min() > -1e-12 and f.max() < 1
assert np.allclose(fake, -sum1(abs(nat)**2 @ f**2)/n3, atol=1e-12) and fake.min() > -0.99
print(f"lattice correlated N=3: xc hole sum site0 = {h[0].sum():.10f}")
print(f"  -sum|gamma|^2/n site0 = {fake[0]:.6f}; occupations {f.min():.4f}..{f.max():.4f}")
nx2, Px2 = marginals(correlated(2)); n2, P2 = sum1(nx2), sum2(Px2)
nm = (n2+n3)/2; mixed = hole(nm, (P2+P3)/2).sum(1)
assert np.allclose(mixed, -1 + 0.5*(-0.5*n2 + 0.5*n3)/nm, atol=1e-12)
assert abs(mixed+1).max() > 1e-2
print(f"50/50 mixture N=2,3 site0: n2 = {n2[0]:.6f}, n3 = {n3[0]:.6f}, sum = {mixed[0]:.6f}")
e = np.eye(D)
nx, Px = marginals((slater(e[:, [0, 3]]) + slater(e[:, [4, 7]]))/np.sqrt(2))
h = hole(sum1(nx), sum2(Px))
assert abs(h[0, 1]-0.5) < 1e-12 and abs(h[0].sum()+1) < 1e-12
print("two-determinant state, hole of site0:", np.round(h[0], 6))

# ---------- Hooke's atom, spring constant 1/4 ----------
X = sp.symbols('a0:6', real=True)
r12 = sp.sqrt(sum((X[i]-X[i+3])**2 for i in range(3))); rr = sum(x**2 for x in X)
Psi = (1+r12/2)*sp.exp(-rr/4)
local_E = sp.lambdify(X, -sum(sp.diff(Psi, x, 2) for x in X)/(2*Psi) + rr/8 + 1/r12)
Es = local_E(*rng.normal(size=(6, 50)))
assert np.allclose(Es, 2, atol=1e-9)
C2 = 1/(4*pi**2.5*(8+5*np.sqrt(pi)))
def dens(r):
    r = np.maximum(r, 1e-12)
    return 2*C2*(2*pi)**1.5*np.exp(-r*r/2)*(7/4 + r*r/4 + np.sqrt(2/pi)*np.exp(-r*r/2)
                                           + (r+1/r)*erf(r/np.sqrt(2)))
pair = lambda r, rp, u: 2*C2*(1+u/2)**2*np.exp(-(r*r+rp*rp)/2)
hxc = lambda r, rp, u: pair(r, rp, u)/dens(r) - dens(rp)
ks_orb = lambda r: np.sqrt(dens(r)/2)
hx = lambda r, rp: -2*(ks_orb(r)*ks_orb(rp))**2/dens(r)
def gl(n, a, b):
    x, w = leggauss(n); return a + (b-a)*(x+1)/2, w*(b-a)/2
mu, wmu = leggauss(96); tu, wtu = gl(80, 0, 1)
def around(r):   # 3D quadrature centred on the reference electron, u = |r'-r|
    u = (tu*(r+10))[:, None]; w = (wtu*(r+10))[:, None]
    return u, np.sqrt(np.maximum(r*r+u*u+2*r*u*mu, 0)), 2*pi*u*u*w*wmu
rg, wg = gl(60, 0, 9); wr = 4*pi*rg**2*wg
Nel = (wr*dens(rg)).sum()
assert abs(Nel-2) < 1e-9
print(f"Hooke: E = {Es.mean():.8f} Ha, C^2 = {C2:.6e} bohr^-6, int n = {Nel:.8f}")
for r in (0.0, 1.0, 2.0):
    u, rp, w = around(r)
    assert abs((w*pair(r, rp, u)).sum()/dens(r) - 1) < 1e-9
    sxc = (w*hxc(r, rp, u)).sum(); sx = (w*hx(r, rp)).sum()
    assert abs(sxc+1) < 1e-8 and abs(sx+1) < 1e-8 and abs(sxc-sx) < 1e-8
    print(f" r = {r:.1f} bohr: n = {dens(r):.6f} bohr^-3, P(r,r) = {pair(r, r, 0):.4e} bohr^-6")
    print(f"  on-top xc,x,c = {hxc(r, r, 0):.6f} {hx(r, r):.6f} "
          f"{hxc(r, r, 0)-hx(r, r):.6f} bohr^-3")
    print(f"  integrals xc,x,c = {sxc:.8f} {sx:.8f} {sxc-sx:.1e} electrons")
hc0 = lambda u: hxc(0.0, u, u) - hx(0.0, u)
ug = np.linspace(0, 8, 801); sg = np.sign(hc0(ug))
assert sg[0] < 0 < sg[-1] and (np.diff(sg) != 0).sum() == 1
u0 = brentq(hc0, 0.1, 6)
qin = quad(lambda u: 4*pi*u*u*hc0(u), 0, u0, epsabs=1e-12)[0]
qout = quad(lambda u: 4*pi*u*u*hc0(u), u0, 14, epsabs=1e-12)[0]
assert qin < -1e-2 and abs(qin+qout) < 1e-9
for u in (0.5, 1.0, 2.0, 3.0):
    print(f" r=0,u={u:.1f} bohr: n_x = {hx(0.0, u):.6f}, n_c = {hc0(u):.6f} bohr^-3")
print(f" r=0: n_c changes sign at u0 = {u0:.5f} bohr")
print(f" n_c charge inside {qin:.6f}, outside {qout:.6f} electrons")
enclosed = np.array([(4*pi*(tu*r)**2*wtu*r*dens(tu*r)).sum() for r in rg])
U = (wr*dens(rg)*enclosed/rg).sum()   # shell-by-shell electrostatic energy
Vee = (4+2*np.sqrt(pi))/(8+5*np.sqrt(pi))
Wxc = Ex = 0.0
for r, wt in zip(rg, wr):
    u, rp, w = around(r)
    Wxc += 0.5*wt*dens(r)*(w*hxc(r, rp, u)/u).sum()
    Ex += 0.5*wt*dens(r)*(w*hx(r, rp)/u).sum()
assert abs(Wxc-(Vee-U)) < 1e-7 and abs(Ex+U/2) < 1e-7
print(f" V_ee = {Vee:.6f} Ha, U = {U:.6f} Ha, xc-hole energy = {Wxc:.6f} Ha")
print(f" E_x = {Ex:.6f} Ha = {Ex*EV:.4f} eV")
print(f" U_c = {Wxc-Ex:.6f} Ha = {(Wxc-Ex)*EV:.4f} eV")

# ---------- Be atom, Kohn-Sham LDA determinant, cc-pVTZ ----------
mol = gto.M(atom='Be 0 0 0', basis='cc-pvtz', verbose=0)
mf = dft.RKS(mol); mf.xc = 'lda,vwn'; mf.chkfile = None; mf.conv_tol = 1e-10
mf.kernel(); assert mf.converged
Co = mf.mo_coeff[:, :2]
def phi(r, d=(0., 0., 1.)):
    return mol.eval_gto('GTOval', np.outer(np.atleast_1d(r), d)) @ Co
t = np.linspace(np.log(1e-6), np.log(25.), 1801); R = np.exp(t); F = phi(R)
assert np.allclose(F, phi(R, np.array([1., 2., 2.])/3), atol=1e-7)   # pure s orbitals
W = 4*pi*R**3*(t[1]-t[0]); nR = 2*(F**2).sum(1)
print(f"Be LDA/cc-pVTZ: E_tot = {mf.e_tot:.6f} Ha, int n = {(W*nR).sum():.8f}")
for r in (0.2, 1.0, 3.0):
    p = phi(r)[0]; n = 2*p @ p
    hform = -2*(F @ p)**2/n
    P = 2*(p[0]*F[:, 1]-p[1]*F[:, 0])**2 + 0.5*n*nR   # parallel + antiparallel pairs
    hpair = P/n - nR
    assert np.allclose(hpair, hform, atol=1e-10) and hpair.max() < 1e-10
    s = (W*hpair).sum(); assert abs(s+1) < 1e-8
    print(f" r = {r:.1f} bohr: 1s = {p[0]:.6f}, 2s = {p[1]:.6f} bohr^-3/2")
    print(f"  n = {n:.6f}, on-top n_x = {-2*(p @ p)**2/n:.6f} bohr^-3, int = {s:.8f}")
p = phi(0.2)[0]; g = F @ p
cross = np.where((g[:-1]*g[1:] < 0) & (R[:-1] < 6))[0]
assert len(cross) >= 1
r0 = brentq(lambda r: phi(r)[0] @ p, R[cross[0]], R[cross[0]+1])
tail = quad(lambda r: -4*pi*r*r*(phi(r)[0] @ p)**2/(p @ p), r0, 25)[0]
print(f" ref r=0.2: n_x = 0 at r' = {r0:.4f} bohr; charge beyond = {tail:.6f} electrons")
def ex_grid(k):
    r, w, G = R[::k], W[::k]*k, F[::k] @ F[::k].T
    return -(w @ (G**2/np.maximum.outer(r, r)) @ w)
Ex_hole = (4*ex_grid(1) - ex_grid(2))/3   # removes the h^2 error from the kink at r=r'
dm = mf.make_rdm1()
Ex_int = -0.25*np.einsum('ij,ji', dm, mf.get_k(mol, dm))
assert abs(Ex_hole-Ex_int) < 1e-6 and Ex_hole < 0
print(f" E_x from hole = {Ex_hole:.6f} Ha = {Ex_hole*EV:.3f} eV")
print(f" E_x from analytic integrals = {Ex_int:.6f} Ha")
print("done: every assertion held")
```

Printed output:

```
lattice det N=4: hole sum site0 = -1.0000000000, max hole = -0.063854
lattice correlated N=3: xc hole sum site0 = -1.0000000000
  -sum|gamma|^2/n site0 = -0.522975; occupations 0.1117..0.7052
50/50 mixture N=2,3 site0: n2 = 0.472202, n3 = 0.825293, sum = -0.863933
two-determinant state, hole of site0: [-0.5  0.5 -0.5 -0.5]
Hooke: E = 2.00000000 Ha, C^2 = 8.475187e-04 bohr^-6, int n = 2.00000000
 r = 0.0 bohr: n = 0.089319 bohr^-3, P(r,r) = 1.6950e-03 bohr^-6
  on-top xc,x,c = -0.070342 -0.044660 -0.025682 bohr^-3
  integrals xc,x,c = -1.00000000 -1.00000000 4.4e-16 electrons
 r = 1.0 bohr: n = 0.062328 bohr^-3, P(r,r) = 6.2357e-04 bohr^-6
  on-top xc,x,c = -0.052324 -0.031164 -0.021160 bohr^-3
  integrals xc,x,c = -1.00000000 -1.00000000 -1.3e-15 electrons
 r = 2.0 bohr: n = 0.018947 bohr^-3, P(r,r) = 3.1046e-05 bohr^-6
  on-top xc,x,c = -0.017309 -0.009474 -0.007835 bohr^-3
  integrals xc,x,c = -1.00000000 -1.00000000 -4.9e-15 electrons
 r=0,u=0.5 bohr: n_x = -0.040922, n_c = -0.014754 bohr^-3
 r=0,u=1.0 bohr: n_x = -0.031164, n_c = -0.005266 bohr^-3
 r=0,u=2.0 bohr: n_x = -0.009474, n_c = 0.000800 bohr^-3
 r=0,u=3.0 bohr: n_x = -0.001087, n_c = 0.000230 bohr^-3
 r=0: n_c changes sign at u0 = 1.58757 bohr
 n_c charge inside -0.062673, outside 0.062673 electrons
 V_ee = 0.447443 Ha, U = 1.030250 Ha, xc-hole energy = -0.582807 Ha
 E_x = -0.515125 Ha = -14.0173 eV
 U_c = -0.067682 Ha = -1.8417 eV
Be LDA/cc-pVTZ: E_tot = -14.446270 Ha, int n = 4.00000000
 r = 0.2 bohr: 1s = 1.876360, 2s = -0.358084 bohr^-3/2
  n = 7.297900, on-top n_x = -3.648950 bohr^-3, int = -1.00000000
 r = 1.0 bohr: 1s = 0.112007, 2s = 0.093152 bohr^-3/2
  n = 0.042446, on-top n_x = -0.021223 bohr^-3, int = -1.00000000
 r = 3.0 bohr: 1s = 0.000158, 2s = 0.049263 bohr^-3/2
  n = 0.004854, on-top n_x = -0.002427 bohr^-3, int = -1.00000000
 ref r=0.2: n_x = 0 at r' = 1.5386 bohr; charge beyond = -0.022345 electrons
 E_x from hole = -2.642072 Ha = -71.894 eV
 E_x from analytic integrals = -2.642072 Ha
done: every assertion held
```
